# Why pressure drops out of the Reynolds number of metered nitrogen flow

## Question

I am estimating the flow in the carrier-gas line of a thermal atomic layer deposition reactor. A mass flow controller sends 100 sccm of nitrogen through a straight round tube, 4 cm in diameter, at 300 K. I want the Reynolds number

$$\mathrm{Re}=\frac{\rho vD}{\mu}.$$

For the velocity I divided 100 cm³ per minute by the cross-section of the tube. For the density I used the ideal gas law at the working pressure of 1 Torr. My Reynolds number is then proportional to the pressure, because $\rho$ is. A colleague says that the pressure should not matter at all. Where does it cancel, what is the right number, and does the cancellation survive at very low pressure?

## Answer

The trouble is in the velocity. A "standard cubic centimetre per minute" describes an amount of gas, not the volume that passes through your tube. At 1 Torr the same molecules fill a much larger volume and must move faster.

**From sccm to mass flow**

I take the standard state to be $T_s=273.15$ K and $p_s=101325$ Pa. Some controllers use another reference temperature, and I return to that below. The flow of 100 cm³ per minute is $\dot V_s=1.6667\times10^{-6}$ m³/s of gas in the standard state. The ideal gas law turns it into a molar flow:

$$\dot N=\frac{p_s\dot V_s}{RT_s}
=\frac{101325\times1.6667\times10^{-6}}{8.3145\times273.15}
=7.436\times10^{-5}\ \text{mol/s}.$$

With the molar mass $M=0.02801$ kg/mol, the mass flow is

$$\dot m=M\dot N=2.083\times10^{-6}\ \text{kg/s}.$$

In steady flow this is the same through every cross-section, whatever the local pressure.

**The first cancellation: density times velocity**

Let $v$ be the velocity averaged over the cross-section $A=\pi D^2/4$. In a time $dt$ the volume $Av\,dt$ passes, with mass $\rho Av\,dt$. Hence

$$\dot m=\rho vA,\qquad \rho v=\frac{\dot m}{A}=\frac{4\dot m}{\pi D^2}.$$

Put this product into the definition:

$$\mathrm{Re}=\frac{(\rho v)D}{\mu}
=\frac{4\dot m}{\pi D^2}\,\frac{D}{\mu}
=\frac{4\dot m}{\pi D\mu}.$$

Neither the density nor the pressure is left, except possibly inside $\mu$. This step did not need the ideal gas law at the tube pressure. That law does show what each factor does separately:

$$\rho=\frac{pM}{RT},\qquad
v=\frac{\dot m}{\rho A}=\frac{\dot N RT}{pA}.$$

The density grows as $p$ and the velocity falls as $1/p$. Your velocity was $\dot V_s/A$. The true one is larger by the factor

$$\frac{v}{\dot V_s/A}=\frac{p_s}{p}\,\frac{T}{T_s},$$

which is more than 800 at 1 Torr and 300 K. It contains the $1/p$ that you were missing.

**The number**

For nitrogen at 300 K I use the rough value $\mu=1.8\times10^{-5}$ Pa s. Then

$$\mathrm{Re}=\frac{4\times2.083\times10^{-6}}
{\pi\times0.04\times1.8\times10^{-5}}\approx3.7.$$

The viscosity has two figures, so the result deserves no more than two.

The long way round, at 1 Torr, gives the same. The density is $1.497\times10^{-3}$ kg/m³ and the cross-section is $1.2566\times10^{-3}$ m², so

$$v=\frac{2.083\times10^{-6}}{1.497\times10^{-3}\times1.2566\times10^{-3}}
=1.107\ \text{m/s},$$

$$\mathrm{Re}=\frac{1.497\times10^{-3}\times1.107\times0.04}{1.8\times10^{-5}}\approx3.7.$$

The next table compares two ways of changing the pressure, both at 300 K in the same tube. The third column holds the mass flow at 100 sccm. The last column holds the velocity at its 1 Torr value, which requires a mass flow proportional to $p$.

| Pressure (Torr) | Velocity at 100 sccm (m/s) | Re at 100 sccm | Re at fixed velocity |
|---:|---:|---:|---:|
| 0.1 | 11 | 3.7 | 0.37 |
| 1 | 1.1 | 3.7 | 3.7 |
| 10 | 0.11 | 3.7 | 37 |

So "pressure cancels" is a statement about fixed mass flow. If you hold the velocity fixed instead, the Reynolds number is proportional to pressure.

**The second cancellation: why the viscosity does not bring pressure back**

It may seem that a thinner gas should be less viscous, since fewer molecules carry momentum. But each of them carries it further between collisions, and the two effects compensate. A simple kinetic model shows this.

Let the gas drift along $x$ with velocity $u(z)=\gamma z$, where $\gamma$ is the velocity gradient. Let $n$ be the number of molecules per volume, $m$ the mass of one, and $\tau$ the mean time between collisions. I assume that $\tau$ does not depend on the speed of the molecule, and that after each collision a molecule has, on average, the drift velocity of the place where it collided.

Consider a molecule that crosses the plane $z=0$ with normal velocity $c_z$, a time $t$ after its last collision. It comes from the height $-c_zt$ and carries the mean $x$-momentum

$$m\,u(-c_zt)=-m\gamma c_zt.$$

This holds for both signs of $c_z$. The flux of $x$-momentum towards positive $z$ is the number density times the average of $c_z$ times this momentum:

$$\Pi=n\left\langle c_z(-m\gamma c_zt)\right\rangle
=-nm\gamma\langle c_z^2\rangle\langle t\rangle.$$

The average factorizes because $t$ is independent of the velocity. The times are distributed as $e^{-t/\tau}/\tau$, so $\langle t\rangle=\tau$. Thermal motion gives $m\langle c_z^2\rangle=k_BT$. Therefore $\Pi=-nk_BT\tau\gamma$. Viscosity is defined by $\Pi=-\mu\gamma$, the minus sign meaning that momentum flows from fast layers to slow ones. Hence

$$\mu=nk_BT\tau=p\tau.$$

Now we need $\tau$. In a dilute gas collisions involve two molecules at a time. A molecule with speed $g$ relative to the others sweeps out a volume $\sigma g$ per unit time, where $\sigma$ is the collision cross-section. It therefore collides $n\sigma\langle g\rangle$ times per unit time. Each component of the difference between two independent thermal velocities has twice the variance of a single one. The distribution keeps its shape and all speeds are stretched by $\sqrt2$, so $\langle g\rangle=\sqrt2\,\bar c$, with

$$\bar c=\sqrt{\frac{8k_BT}{\pi m}}=476\ \text{m/s}$$

for nitrogen at 300 K. This gives

$$\tau=\frac{1}{\sqrt2\,n\sigma\bar c},\qquad
\mu=nk_BT\,\frac{1}{\sqrt2\,n\sigma\bar c}
=\frac{k_BT}{\sqrt2\,\sigma\bar c}.$$

The density has cancelled. At fixed temperature $\mu$ is a constant, and so is $\mathrm{Re}=4\dot m/(\pi D\mu)$. These formulas hold in any consistent set of units, atomic units included.

The model is good for the scaling with density; I do not use it to predict the viscosity. Read backwards, $\mu=1.8\times10^{-5}$ Pa s corresponds to an effective collision diameter $\sqrt{\sigma/\pi}=3.3$ Å. That is a reasonable molecular size, but it inherits the simplifications of the model: the full hard-sphere theory gives 3.7 Å for the same viscosity.

**How low may the pressure go?**

The argument used a gradient that stays the same over the distance a molecule travels between collisions. That distance, the mean free path, must be small compared with the tube. Since $\tau=\mu/p$,

$$\lambda=\bar c\tau=\frac{\mu\bar c}{p},\qquad
\mathrm{Kn}=\frac{\lambda}{D}.$$

At 1 Torr, which is 133.3 Pa,

$$\lambda=\frac{1.8\times10^{-5}\times476}{133.3}
=6.4\times10^{-5}\ \text{m},\qquad
\mathrm{Kn}=\frac{6.4\times10^{-5}}{0.04}=1.6\times10^{-3}.$$

With $\mathrm{Kn}=0.01$ as a rough boundary of the continuum regime, the lowest pressure for this tube is $\mu\bar c/(0.01D)$, or 0.16 Torr. Your working point is inside the regime; 0.1 Torr, with $\mathrm{Kn}=0.016$, is slightly outside. The numerical factor in $\lambda$ depends on the definition. The common one, $\lambda=(\mu/p)\sqrt{\pi k_BT/2m}$, is smaller by $\pi/4$. It gives $5.0\times10^{-5}$ m at 1 Torr, a boundary at 0.13 Torr and $\mathrm{Kn}=0.013$ at 0.1 Torr, and it turns the factor $8/\pi$ in the next formula into 2.

The Knudsen number also gives another view of the cancellation. Substitute $\mu=p\lambda/\bar c$ into the definition of Re, and use $\rho/p=m/(k_BT)=8/(\pi\bar c^2)$:

$$\mathrm{Re}=\frac{\rho vD\bar c}{p\lambda}
=\frac{8}{\pi}\,\frac{v/\bar c}{\mathrm{Kn}}.$$

At fixed mass flow and temperature, $v/\bar c$ and $\mathrm{Kn}$ both vary as $1/p$. Lower pressure makes the gas faster and more rarefied in the same proportion.

**What happens in the opposite limit**

Suppose the gas is so thin that molecules fly from wall to wall. Two parallel plates a distance $L$ apart are easier to treat than a tube. One is at rest, the other slides with a small velocity $U$, and each re-emits molecules with its own mean velocity ("diffuse" walls). The number of molecules crossing unit area per unit time in one direction is $n\bar c/4$. Those from the moving plate carry the extra momentum $mU$ each, so the shear stress has magnitude $nm\bar cU/4$. Define an effective viscosity as stress divided by the overall gradient $U/L$:

$$\mu_{\rm eff}=\frac{nm\bar cL}{4}.$$

This is proportional to density, and hence to pressure. To compare it with the continuum value, put $n=p/(k_BT)$ and $m/(k_BT)=8/(\pi\bar c^2)$:

$$\frac{\mu_{\rm eff}}{\mu}
=\frac{pL}{4\mu}\,\frac{8}{\pi\bar c}
=\frac{2}{\pi}\,\frac{pL}{\mu\bar c}
=\frac{2}{\pi}\,\frac{L}{\lambda}.$$

Between the limits one needs a kinetic equation. Let $\phi(z,c_z)$ be the mean $x$-velocity of molecules at height $z$ with normal velocity $c_z$. The collision model used above gives

$$c_z\frac{\partial\phi}{\partial z}=\frac{u-\phi}{\tau},$$

where $u(z)$ is the thermal average of $\phi$ over $c_z$. I solved this numerically for diffuse plates 4 cm apart, with $u$ constant in each of many thin cells and $\tau=\mu/p$:

| Pressure (Torr) | $\mu_{\rm eff}/\mu$ |
|---:|---:|
| 1 | 0.997 |
| 0.1 | 0.972 |
| 0.01 | 0.78 |
| 0.001 | 0.27 |
| 0.00001 | 0.0039 |

The first two rows are corrected for the finite cell size, which raises the raw values (0.998 and 0.973) by 0.08 percent; halving the cells at 0.1 Torr lowers the raw ratio by 0.06 percent of its value. At the lowest pressure the collisionless formula gives 0.0040, close to the numerical result.

At 1 and at 0.1 Torr, the stress divided by the velocity gradient in the middle of the gap gives $1.80\times10^{-5}$ Pa s, the full viscosity. More exactly, it comes out 0.08 percent too high. This is the error of the finite cells that was removed from the table; the deficit at 1 Torr is 0.3 percent. The small deficits in the table therefore arise near the plates: the gradient in the middle is less than $U/L$, and the rest of the velocity difference is taken up at the walls and in the gas next to them. This is wall slip. The plates show the trend; the numerical correction for a round tube is different.

You can still evaluate $4\dot m/(\pi D\mu)$ at 0.001 Torr, and it will still say 3.7. But $\mu$ times the overall gradient no longer gives the stress across the gas, so the number has lost its meaning as a ratio of inertia to friction. Nor could your tube carry 100 sccm at that pressure. The velocity would have to be 1.1 km/s, more than twice the mean molecular speed. From a collisionless gas at rest, at most $n\bar c/4$ molecules per unit area and time enter the tube, which corresponds to $v=\bar c/4$, or about 120 m/s. At $\mathrm{Kn}=1.6$ the gas is not quite collisionless, but the opposite limit does not rescue the flow: a continuum gas at rest at this pressure, choked at the entrance, delivers a flux that corresponds to about 200 m/s, or 18 sccm.

**What 3.7 tells you**

In a flow whose velocity changes by about $v$ over a distance $D$, the inertial force per volume is of order $\rho v^2/D$ and the viscous force per volume is of order $\mu v/D^2$. Their ratio is $\rho vD/\mu$. A value of 3.7 is far below the rough figure of 2000 at which pipe flow may become turbulent, so the flow is laminar. It is not small compared with one, however. Where the gas enters a wider chamber or turns a corner, inertia should not be dropped without a closer look.

In a long straight section the velocity profile settles, and the pressure drop follows from a force balance. Let $G$ be the pressure drop per length and $a=D/2$. On a cylinder of gas of radius $r$, the pressure force per length $\pi r^2G$ balances the wall drag $-2\pi r\mu\,du/dr$. So $du/dr=-Gr/(2\mu)$, and with no slip at $r=a$,

$$u(r)=\frac{G}{4\mu}(a^2-r^2),\qquad
v=\frac{2}{a^2}\int_0^a u\,r\,dr=\frac{Ga^2}{8\mu}=\frac{GD^2}{32\mu}.$$

At 1 Torr,

$$G=\frac{32\mu v}{D^2}
=\frac{32\times1.8\times10^{-5}\times1.107}{0.04^2}
=0.40\ \text{Pa/m}.$$

Over 1 m this is 3.0 mTorr, or 0.3 percent of the working pressure. Since $G$ varies as $1/p$, the relative drop grows as $1/p^2$ when the pressure is lowered. With 0.1 Torr at the outlet, the pressure 1 m upstream is already about a quarter higher, so the 0.1 Torr row of the first table describes one cross-section only. The gas speeds up by the same small fraction along the way, but $\rho v$ stays fixed, and Re with it.

**How this compares with a real reactor**

A pressure near 1 Torr and a carrier flow of order 100 sccm are ordinary conditions for thermal atomic layer deposition, as rough figures. Two assumptions need care. The flow is not steady during a gas pulse, nor until that pulse has left the tube, and the temperature is not 300 K everywhere, since the deposition zone is heated. Take 473 K and let the viscosity grow roughly as $T^{0.7}$. Then $\mu$ rises to $2.5\times10^{-5}$ Pa s, and at the same mass flow Re falls to 2.7, about 27 percent below the 300 K value. The sccm convention matters too: if your controller refers to 25 °C instead of 0 °C, the same reading means less gas and Re is 3.4 at 300 K. Both changes are much larger than the rarefaction effect at 1 Torr. That effect is about 0.3 percent between plates. In the tube, a slip length of about one mean free path raises the flow at a given pressure gradient by a fraction of about $8\,\mathrm{Kn}$, or roughly 1 percent. A precursor vapour mixed into the nitrogen would also change $\dot m$ and $\mu$, which I have not included.

All numerical values are calculated from the stated model.
